# Spiral States and Negative Compressibility in the Hartree-Fock Hubbard Model

## Problem

Electrons on a square lattice of $N$ sites, with unit lattice spacing, have the Hamiltonian

$$H=-t\sum_{\langle ij\rangle\sigma}(c^\dagger_{i\sigma}c_{j\sigma}+\text{h.c.})+U\sum_i n_{i\uparrow}n_{i\downarrow},\qquad t,U>0,$$

at zero temperature and density $n=1-x$ per site, $0\le x<1$. Consider Hartree-Fock states with uniform density and a coplanar spiral moment,

$$\langle\mathbf S_{\mathbf r}\rangle=m(\cos\mathbf Q\cdot\mathbf r,\ \sin\mathbf Q\cdot\mathbf r,\ 0).$$

(a) Find the energy per site $e$ as a function of $n$, $\mathbf Q$ and a trial field.

(b) Which spiral appears at light doping, and what is the sign of its $d\mu/dn$, where $\mu=de/dn$?

(c) For $U=8t$, map the preferred $\mathbf Q$ against $x$. Where does a spiral have negative compressibility, meaning $d\mu/dn<0$ along its relaxed branch? Where do two phases coexist?

Canted, charge-modulated and domain-wall states are excluded, as are correlations beyond Hartree-Fock. The map is a mean-field map within this family.

## Hints

1. Write $-Um^2$ as a minimum over a field $\Delta$ that multiplies $m$ linearly.
2. Centre the momentum between the two coupled states: $\boldsymbol\kappa=\mathbf k+\mathbf Q/2$.
3. Near half filling, compare an exchange cost quadratic in the twist with a hole energy linear in it.
4. A negative slope of $\mu$ is a local property. Coexistence follows from the convex hull of $e(x)$.

## Solution

### (a) Energy of a spiral

Since $\langle c^\dagger_\uparrow c_\downarrow\rangle=m e^{i\mathbf Q\cdot\mathbf r}$ and $\langle S^z\rangle=0$, Wick's theorem gives

$$\langle n_\uparrow n_\downarrow\rangle=\frac n2\,\frac n2-|\langle c^\dagger_\uparrow c_\downarrow\rangle|^2=\frac{n^2}{4}-m^2 .$$

Completing the square shows that $-Um^2=\min_\Delta(\Delta^2/U-2\Delta m)$, with the minimum at $\Delta=Um$. The term $-2\Delta m$ is the energy per site of the field

$$-\Delta\sum_{\mathbf r}(e^{-i\mathbf Q\cdot\mathbf r}c^\dagger_{\mathbf r\uparrow}c_{\mathbf r\downarrow}+\text{h.c.}).$$

For given $\Delta$, the best determinant therefore fills the lowest levels of hopping plus field.

The field couples $\mathbf k\uparrow$ to $\mathbf k+\mathbf Q\downarrow$ with amplitude $-\Delta$. Let $\varepsilon_{\mathbf k}=-2t(\cos k_x+\cos k_y)$. Expanding $\cos(\kappa_a\mp Q_a/2)$ gives $\varepsilon_{\mathbf k}=s+d$ and $\varepsilon_{\mathbf k+\mathbf Q}=s-d$, where

$$s=-2t\sum_a\cos\tfrac{Q_a}2\cos\kappa_a,\qquad d=-2t\sum_a\sin\tfrac{Q_a}2\sin\kappa_a .$$

The $2\times2$ matrix with diagonal entries $s\pm d$ has eigenvalues

$$E_\pm=s\pm R,\qquad R=\sqrt{d^2+\Delta^2}.$$

These are even in $\boldsymbol\kappa$, while $d$ is odd, so the filled bands have $\langle S^z\rangle=0$, as assumed. The energy is

$$e=\min_{\mathbf Q,\Delta}\left[\frac1N\sum_{\rm occ}E_\pm+\frac{\Delta^2}{U}+\frac{Un^2}{4}\right].$$

At a minimum, changes of $\mathbf Q$ and $\Delta$ do not contribute to the first derivative. An added electron enters at the Fermi level $E_F$, so $\mu=E_F+Un/2$.

### (b) Light doping

**Half filling.** An overline denotes an average over the Brillouin zone. Shifting $\boldsymbol\kappa$ by $(\pi,\pi)$ reverses $s$ and $d$, so the levels come in pairs $\pm E$. At $n=1$ the negative levels are filled, with energy per site

$$-\tfrac12\,\overline{|s+R|+|s-R|}=-\overline{\max(|s|,R)} .$$

Let $\varphi(y)=\sqrt{y^2+\Delta^2}$, which is even and strictly convex for $\Delta>0$. The combination $g=\frac12[\varphi(s+d)+\varphi(s-d)]$ is smallest at $s=0$, so $g\ge\varphi(d)=R$. Convexity also gives $g\ge\varphi(s)>|s|$. Hence

$$\overline{\max(|s|,R)}\le\overline g=\overline{\sqrt{\varepsilon^2+\Delta^2}} .$$

Equality requires $s=0$ throughout the zone, which means $\mathbf Q=(\pi,\pi)$. Within the family, the half-filled state is therefore the Néel state.

Its field $\Delta_0$ makes $\Delta^2/U-\overline{\sqrt{\varepsilon^2+\Delta^2}}$ stationary:

$$\frac2U=\overline{1/E},\qquad E=\sqrt{\varepsilon^2+\Delta_0^2}.$$

A solution exists for every $U>0$: the right side decreases to zero at large $\Delta_0$ and diverges as $\Delta_0\to0$, because the density of states does not vanish at $\varepsilon=0$. By continuity, the lightly doped state lies close to this one.

**Cost of a small twist.** Take $0\le Q_a\le\pi$ and define $c_a=\cos(Q_a/2)\ge0$, which is small near the Néel state. Then $\sin(Q_a/2)\simeq1-c_a^2/2$. With $s_a=\sin\kappa_a$,

$$\delta(d^2)=-4t^2[c_x^2s_x^2+c_y^2s_y^2+(c_x^2+c_y^2)s_xs_y].$$

The lower band changes by $-\delta(d^2)/(2E)$. Exchange of $x$ and $y$ gives $\overline{s_x^2/E}=\overline{s_y^2/E}$, so the cost is

$$2t^2(c_x^2+c_y^2)\,\overline{\frac{s_x^2+s_xs_y}{E}}=\frac K4(c_x^2+c_y^2),\qquad K=\overline{\varepsilon^2/E}.$$

The last step uses $\overline{(s_x+s_y)^2/E}=2\,\overline{(s_x^2+s_xs_y)/E}$ and the fact that $2t(s_x+s_y)$ has the same distribution as $\varepsilon$.

A change $\delta=\Delta-\Delta_0$ costs $A\delta^2/2$, with

$$A=\frac2U-\overline{\frac{\varepsilon^2}{E^3}}=\overline{\frac1E-\frac{\varepsilon^2}{E^3}}=\Delta_0^2\,\overline{1/E^3}.$$

There is no second-order term mixing $\delta$ and $c_a$, because the twist enters the filled band through $c_a^2$.

**Gain from holes.** Removing an electron from the lower band costs $R-s$. This is smallest at $\boldsymbol\kappa=(\pi,\pi)$, where $d=0$ and $s=2t(c_x+c_y)$. Let $P\ge0$ be the additional kinetic energy of holes spread around that point. To second order, apart from $P$,

$$e(x)=e(0)+\left(\Delta_0-\frac U2\right)x+\frac{Ux^2}{4}+\frac{A\delta^2}{2}+x\delta+\frac K4(c_x^2+c_y^2)-2tx(c_x+c_y)+P .$$

Without $P$, the minimum is at $\delta=-x/A$ and $c_x=c_y=c=4tx/K$: a diagonal spiral. The amplitude contributes $-x^2/(2A)$. Each direction contributes $4t^2x^2/K-8t^2x^2/K=-4t^2x^2/K$. Twice the total coefficient of $x^2$ is

$$C=\frac U2-\frac1A-\frac{16t^2}{K}.$$

Since $\Delta_0^2/E^3\le1/E$, we have $A\le2/U$, so the first two terms together are not positive. The third is strictly negative. Thus $C<0$ for every $U>0$, provided $P$ is smaller than order $x^2$.

**Kinetic energy of the pocket.** Let $\mathbf p$ be measured from $(\pi,\pi)$, with $p_1=(p_x+p_y)/\sqrt2$ and $p_2=(p_x-p_y)/\sqrt2$. Then $s\simeq4tc-tc\,p^2$ and $d^2\simeq4t^2(p_x+p_y)^2=8t^2p_1^2$. To leading order, the hole energy above its minimum is

$$w=\alpha p_1^2+\beta p_2^2,\qquad \alpha=4t^2/\Delta_0,\quad \beta=tc .$$

The lower band has one state per $\boldsymbol\kappa$. An ellipse holding $x$ holes per site has area $\pi w_F/\sqrt{\alpha\beta}=4\pi^2x$, so $w_F=4\pi x\sqrt{\alpha\beta}$. The mean energy in an elliptical pocket is $w_F/2$. Inserting $c=4tx/K$,

$$P=2\pi x^2\sqrt{\alpha\beta}=Bx^{5/2},\qquad B=\frac{8\pi t^2}{\sqrt{K\Delta_0}} .$$

This is indeed smaller than $x^2$ as $x\to0$. Two derivatives, with $d^2e/dn^2=d^2e/dx^2$, give

$$\frac{d\mu}{dn}\simeq C+\frac{15}{4}B\sqrt x .$$

Holes can move even in the Néel state, but a twist lowers their minimum energy by an amount linear in $c_a$. Each added hole therefore favours more twist for all the others. This effective attraction, together with the relaxation of the moment, makes the slope negative. The pocket's kinetic energy opposes it.

### (c) The map at $U=8t$

Solving the gap equation and averaging over the zone numerically gives $\Delta_0=3.571t$, $K=0.8719t$ and $A=0.2071/t$. Therefore

$$C/t=4-\frac1{0.2071}-\frac{16}{0.8719}=-0.83-18.35=-19.18,$$

$$B/t=\frac{8\pi}{\sqrt{0.8719\times3.571}}=14.24 .$$

The leading formula changes sign at $x=[4|C|/(15B)]^2=0.129$. This is a rough estimate, because the pocket is no longer small there; Variation 2 shows why.

For the full map, the energy in (a) was scanned over $\mathbf Q$ and $\Delta$. The lowest candidates were then relaxed in $Q_x$, $Q_y$ and $\Delta$, ending on a $200\times200$ momentum mesh. Dopings run from 0.02 to 0.60 in steps of 0.02. Each winning branch was followed to $x\pm0.01$, and a second difference of its energy gave $d\mu/dn$. The slopes here and in Variation 1 shift by up to about $0.1t$ on finer meshes, so their last digit is uncertain. Selected results are:

| $x$ | $\mathbf Q/\pi$ | $m$ | $\mu/t$ | $(d\mu/dn)/t$ |
|---|---|---|---|---|
| 0.02 | (0.95, 0.95) | 0.435 | 0.71 | −11.1 |
| 0.06 | (0.85, 0.85) | 0.413 | 1.01 | −4.9 |
| 0.12 | (0.74, 0.74) | 0.384 | 1.15 | −0.3 |
| 0.14 | (0.71, 0.71) | 0.375 | 1.14 | 0.6 |
| 0.26 | (0.54, 0.54) | 0.325 | 0.87 | 3.5 |
| 0.28 | (0.37, 1.00) | 0.302 | 1.09 | 2.4 |
| 0.36 | (0.12, 1.00) | 0.269 | 0.81 | 4.1 |
| 0.40 | (0.00, 1.00) | 0.247 | 0.60 | 6.0 |
| 0.60 | (0.00, 1.00) | 0.118 | −0.64 | 5.8 |

Among uniform states, the diagonal spiral $(q,q)$ is lowest at the sampled dopings up to 0.26. The spiral $(q,\pi)$ follows from 0.28 to 0.36, and the collinear stripe $(0,\pi)$ from 0.38 to 0.60. Wavevectors related by lattice symmetry are equivalent. The map stops at $x=0.60$, but the stripe does not persist much further: at $x=0.66$ a weak $(0,q)$ spiral, with $q\approx0.86\pi$ and $m\approx0.07$, is lowest, and by $x=0.72$ the moment has vanished. The statements below on compressibility and coexistence cover $x\le0.60$ only.

**Negative compressibility.** Linear interpolation of the slope between $x=0.12$ and $0.14$ gives a zero at $0.127$. The slope is concave in $x$, so this is slightly high; a smooth fit to the branch energies places the zero at $x\simeq0.126$. The diagonal spiral therefore has negative compressibility for

$$0<x\lesssim0.13,\qquad\text{or}\qquad 0.87\lesssim n<1 .$$

The sampled $(q,\pi)$ states have positive slopes, so no second such range appears on this grid. At $x=0.04$ the leading formula gives $-19.18+\frac{15}{4}(14.24)(0.2)=-8.5$, against $-7.5$ from the map. Higher-order terms already amount to about $1t$.

**Coexistence.** A mixture of half-filled and doped regions has an energy on the straight line joining them. The lowest such line minimises $[e(x)-e(0)]/x$. Setting the derivative to zero gives

$$\frac{e(x)-e(0)}{x}=\frac{de}{dx}=-\mu(x).$$

Numerically, the contact point is $x=0.21$ on the diagonal branch, with $\mu=1.01t$. This $\mu$ lies inside the Néel gap, which runs from $U/2-\Delta_0=0.43t$ to $U/2+\Delta_0=7.57t$, so the half-filled region stays at $n=1$. Uniform states with $0<x<0.21$ lie above this line in energy. Between 0.13 and 0.21 their compressibility is positive, but the mixture is lower in energy.

The convex hull also bridges $x=0.22$ and $0.32$, which signals coexistence of the $(q,q)$ and $(q,\pi)$ spirals. Those endpoints are fixed only to the grid spacing; a common tangent to smooth fits of the two branches runs from $x\simeq0.22$ to $x\simeq0.31$, at $\mu\simeq0.99t$. Between $x=0.26$ and $0.28$ the lowest uniform state changes branch and $\mu$ jumps upward with doping. This is a concave kink where two energy curves cross, not a negative slope within either spiral. Since $0.99t$ lies below the $1.01t$ of the first tangent, a uniform diagonal spiral survives between the two coexistence ranges, in a window from about $x=0.213$ to $0.220$, narrower than the grid step.

## Two variations

### 1. Freeze the pitch

*How does the slope change if $\mathbf Q$ cannot follow the density?*

Along a diagonal branch, let subscripts denote derivatives of $e(n,q)$, with $\Delta$ already relaxed. Differentiating $e_q=0$ gives $dq/dn=-e_{nq}/e_{qq}$. Hence

$$\frac{d\mu}{dn}=e_{nn}+e_{nq}\frac{dq}{dn}=e_{nn}-\frac{e_{nq}^2}{e_{qq}} .$$

At a stable minimum $e_{qq}>0$, so relaxing the pitch cannot raise the slope. Repeating the second differences with $\mathbf Q$ held at its value for the central doping gives $+3.7t$ at $x=0.04$ and $+5.2t$ at $x=0.10$. The relaxed values are $-7.5t$ and $-1.5t$. At these dopings, pitch relaxation is what makes the compressibility negative.

At extremely small $x$ the frozen slope also turns negative. With $c$ fixed, $P\propto x^2$, and its second derivative is $2P/x^2=2B\sqrt x$. The frozen slope is then $U/2-1/A+2B\sqrt x$, which tends to $-0.83t$ through relaxation of the moment alone.

### 2. Strong coupling

*What happens to the light-doping result for $U\gg t$?*

Now $E\simeq\Delta_0\simeq U/2$. Since $\overline{\varepsilon^2}=4t^2(\tfrac12+\tfrac12)=4t^2$, we find $K\simeq8t^2/U$. Also $A\simeq2/U$, so the amplitude terms cancel at leading order, and

$$C\simeq-2U,\qquad B\simeq4\pi t,\qquad c\simeq\frac{Ux}{2t}.$$

The exchange stiffness falls as $t^2/U$, so a given number of holes twists the spins more strongly. The limit $x\to0$ must be taken first, because the expansion needs $c\ll1$, or $x\ll2t/U$.

Setting $-2U+15\pi t\sqrt x=0$ gives the estimate $\sqrt x=2U/(15\pi t)$. The pocket's half-length along its soft direction obeys

$$p_2^2=\frac{w_F}{\beta}=4\pi x\sqrt{\frac\alpha\beta}=\frac{16\pi t\sqrt x}{U},$$

using $\alpha=8t^2/U$ and $\beta=Ux/2$. At the estimated zero this formally equals $32/15$, independent of $U$, so the quadratic pocket expansion is uncontrolled at that point. The small-twist expansion fails there too: $c=Ux/(2t)=2U^3/(225\pi^2t^3)$ exceeds 1 for $U\gtrsim10t$, which a cosine cannot do, and the estimated $x$ exceeds 1 for $U\gtrsim24t$. At strong coupling the estimate therefore marks no physical point. The same caution applies to the expansion as a whole. It establishes the negative slope at small $x$, but the end of the range needs the full minimisation. The closeness of 0.129 and 0.126 at $U=8t$ should not be read as the accuracy of the formula.

All numerical values are calculated from the stated model.
